**Product back-exchange and the clearing dose of a deep hole**

The program tests the relation $T=t_{tr}+\int_0^T y(L,t)\,dt$ for the dose $T$ that clears a fluoride-lined hole of depth $L$. Here $y$ is the precursor pressure relative to the mouth, and $t_{tr}$ is the transport time. The parameters $a$ and $b$ compare forward exchange at the mouth and the largest possible back-exchange with the removal rate. The program asserts the site rate law against first-passage times and a stationary state, and the reduced profile against a time-dependent model with two gases. It also asserts the dose relation, its bounds for $b>a$, and the recovery of the irreversible rate when the product escapes easily. For the 10 µm example, the output gives 2.59 s with back-exchange and 1.30 s without it. At 20 µm the bottom starts faster with back-exchange but still clears later.

## Numerical check

```python
"""Why product build-up slows thermal atomic layer etching in a deep hole.

Site reactions:  SF + AX(g) <-> SX + AF(g),   SX -> MX(g) + fresh SF.
Result under test: the dose that clears the hole is
    T = t_tr + integral of y(bottom, t) dt,   t_tr = N s L^2 / (2 D_A c0),
and, for b >= a,
    t_tr + t_loc <= T <= t_tr + t_loc (1+b)/(1+a).
y     precursor pressure / mouth pressure
a     forward exchange rate at the mouth / removal rate of SX
b     largest possible back-exchange rate / removal rate of SX
e     largest possible MX return rate / removal rate of SX (normally 0)
N     fluoride units per wall area;  s  wall area per hole volume
t_loc time to clear a wall held at mouth conditions
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# ---------------- inputs (SI inside the program) ----------------
temperature = 523.0
torr = const.atm / 760.0
pressure = 0.5 * torr
diameter = 100e-9
depth = 10e-6
layer_thickness = 1e-9
fluoride_density = 60e27          # fluoride units per m^3
site_density = 15e18              # exposed sites per m^2
k_remove = 100.0                  # 1/s
k_forward_mouth = 25.0            # 1/s at mouth pressure
exchange_energy = 0.20            # eV, positive means uphill
collision_diameter = 0.6e-9
mass_AX = 26.98 + 2 * 12.011 + 6 * 1.008 + 35.45   # g/mol
mass_AF = 26.98 + 2 * 12.011 + 6 * 1.008 + 18.998  # g/mol

# ---------------- derived quantities ----------------
kT = const.k * temperature
kT_eV = kT / const.e


def mean_speed(molar_mass):
    return np.sqrt(8 * const.R * temperature / (np.pi * molar_mass * 1e-3))


speed_A, speed_P = mean_speed(mass_AX), mean_speed(mass_AF)
D_A, D_P = diameter * speed_A / 3, diameter * speed_P / 3
m_ratio = D_A / D_P
c0 = pressure / kT
s = 4 / diameter
N = fluoride_density * layer_thickness
a = k_forward_mouth / k_remove


def b_from_energy(energy):
    return m_ratio * a * np.exp(energy / kT_eV)


b = b_from_energy(exchange_energy)
R0 = site_density * k_remove * a / (1 + a)
t_loc = N / R0


def transport_time(L):
    return N * s * L**2 / (2 * D_A * c0)


def thiele2(L):
    return s * L**2 * R0 / (D_A * c0)


def relative_rate(y, a_, b_, e_=0.0):
    """Removal rate relative to the mouth, and its slope in y."""
    q = 1 - y
    top = a_ * y - b_ * e_ * q**2
    bottom = 1 + a_ * y + (b_ + e_) * q
    dtop = a_ + 2 * b_ * e_ * q
    dbottom = a_ - b_ - e_
    scale = (1 + a_) / a_
    return (scale * top / bottom,
            scale * (dtop * bottom - top * dbottom) / bottom**2)


def steady_profile(phi2, active, a_, b_, e_=0.0, start=None):
    """Newton solution of the quasi-steady precursor profile."""
    M = len(active)
    y = np.ones(M) if start is None else start.copy()
    h2 = float(M * M)
    diagonal = np.full(M, 2 * h2)
    diagonal[0], diagonal[-1] = 3 * h2, h2
    source = np.zeros(M)
    source[0] = 2 * h2
    for _ in range(80):
        f, df = relative_rate(y, a_, b_, e_)
        residual = diagonal * y - source + phi2 * active * f
        residual[1:] -= h2 * y[:-1]
        residual[:-1] -= h2 * y[1:]
        band = np.zeros((3, M))
        band[0, 1:] = -h2
        band[1] = diagonal + phi2 * active * df
        band[2, :-1] = -h2
        new = np.clip(y - solve_banded((1, 1), band, residual), 0, 1)
        change = np.max(np.abs(new - y))
        y = new
        if change < 1e-10:
            return y
    raise RuntimeError("profile did not converge")


def clear_hole(L, b_, a_=a, e_=0.0, M=200):
    """March from one cell clearing to the next; rates are constant between.
    Returns dose, integral of y at the bottom, times, bottom layer left."""
    phi2 = thiele2(L)
    left = np.ones(M)
    active = np.ones(M)
    y = None
    t, y_integral = 0.0, 0.0
    times, bottom_left = [0.0], [1.0]
    for _ in range(M):
        y = steady_profile(phi2, active, a_, b_, e_, y)
        f = relative_rate(y, a_, b_, e_)[0]
        wait = np.full(M, np.inf)
        ok = (active > 0) & (f > 0)
        wait[ok] = left[ok] / f[ok]
        k = int(np.argmin(wait))
        dt = wait[k]
        left = left - active * f * dt
        left[k] = 0.0
        active[k] = 0.0
        t += dt
        y_integral += y[-1] * dt
        times.append(t)
        bottom_left.append(left[-1])
    assert not active.any()
    return (t * t_loc, y_integral * t_loc,
            np.array(times) * t_loc, np.array(bottom_left))


def start_rates(L, b_, M=200):
    """Bottom rate and whole-hole mean rate at the start of the dose."""
    y = steady_profile(thiele2(L), np.ones(M), a, b_)
    f = relative_rate(y, a, b_)[0]
    return f[-1], f.mean()


# ---------------- test: site kinetics ----------------
for yy in (0.2, 0.6, 0.95):
    kf = k_remove * a * yy
    kr = k_remove * b * (1 - yy)
    # mean times to removal, starting from SF and from SX
    matrix = np.array([[1.0, -1.0], [-kr / (kr + k_remove), 1.0]])
    passage = np.linalg.solve(matrix, [1 / kf, 1 / (kr + k_remove)])
    measured = site_density / passage[0] / R0
    assert abs(measured / relative_rate(yy, a, b)[0] - 1) < 1e-10
    # stationary state when MX can return
    e_test = 0.01
    ka = k_remove * e_test * (1 - yy)
    generator = np.array([[-(kf + ka), kr + k_remove], [1.0, 1.0]])
    free, exchanged = np.linalg.solve(generator, [0.0, 1.0])
    measured = site_density * (k_remove * exchanged - ka * free) / R0
    assert abs(measured - relative_rate(yy, a, b, e_test)[0]) < 1e-10

# ---------------- test: exact and limiting profiles ----------------
profile = steady_profile(3.0, np.ones(400), a, a)
assert abs(profile[-1] * np.cosh(np.sqrt(3.0)) - 1) < 1e-3
small = 1e-4
profile = steady_profile(small, np.ones(200), a, b)
drop = 1 - relative_rate(profile, a, b)[0][-1]
assert abs(drop / (small / 2 * (1 + b) / (1 + a)) - 1) < 5e-3

# ---------------- full time-dependent model ----------------
cells = 40
layers = N / site_density


def full_model(back_on=True, escape_factor=1.0, t_end=60.0):
    """Two gases, SX coverage and remaining units, without steady states.
    The last site layer dissolves site by site."""
    back = k_remove * b / m_ratio if back_on else 0.0
    gA = D_A / (depth / cells)**2
    gP = escape_factor * D_P / (depth / cells)**2
    load = s * site_density / c0

    def spread(u, mouth):
        out = np.empty(cells)
        out[1:-1] = u[:-2] - 2 * u[1:-1] + u[2:]
        out[0] = 2 * (mouth - u[0]) + u[1] - u[0]
        out[-1] = u[-2] - u[-1]
        return out

    def rhs(t, state):
        yA, yP, X, n = state.reshape(cells, 4).T
        exposed = np.minimum(1.0, n)
        swap = k_remove * a * yA * (exposed - X) - back * yP * X
        out = np.empty((cells, 4))
        out[:, 0] = gA * spread(yA, 1.0) - load * swap
        out[:, 1] = gP * spread(yP, 0.0) + load * swap
        out[:, 2] = swap - k_remove * X
        out[:, 3] = -k_remove * X
        return out.ravel()

    def nearly_clear(t, state):
        return state[-1] - 0.01 * layers
    nearly_clear.terminal = True

    initial = np.zeros((cells, 4))
    initial[:, 3] = layers
    run = solve_ivp(rhs, (0, t_end), initial.ravel(), method="LSODA",
                    lband=4, uband=4, rtol=1e-6, atol=1e-9,
                    events=nearly_clear)
    assert run.success
    return run


early = 0.12   # s: coverage has settled, mouth is not yet on its last layer
run = full_model(t_end=early)
yA, yP, X, n = run.y[:, -1].reshape(cells, 4).T
assert n.min() > 1.0
reduced = steady_profile(thiele2(depth), np.ones(cells), a, b)
full_rate = X * (1 + a) / a
reduced_rate = relative_rate(reduced, a, b)[0]
assert np.max(np.abs(yP - m_ratio * (1 - yA))) < 2e-3
assert np.max(np.abs(full_rate / reduced_rate - 1)) < 5e-3
product_bottom = yP[-1]

# reversible exchange kept, only the escape of AF made easy
run = full_model(escape_factor=1e5, t_end=early)
X_easy = run.y[:, -1].reshape(cells, 4)[:, 2]
reduced = steady_profile(thiele2(depth), np.ones(cells), a, 0.0)
no_back_rate = relative_rate(reduced, a, 0.0)[0]
assert np.max(np.abs(X_easy * (1 + a) / a - no_back_rate)) < 5e-3

full_times = []
for switch in (True, False):
    run = full_model(back_on=switch)
    assert len(run.t_events[0]) == 1
    full_times.append(run.t_events[0][0])
assert full_times[0] > full_times[1]

# ---------------- dose identity and bounds ----------------
t_tr = transport_time(depth)
T_back, int_back, times, bottom_left = clear_hole(depth, b)
T_none, int_none, _, _ = clear_hole(depth, 0.0)
T_equal, _, _, _ = clear_hole(depth, a)
upper = t_tr + t_loc * (1 + b) / (1 + a)
assert abs(T_back - t_tr - int_back) < 1e-6 * T_back
assert abs(T_none - t_tr - int_none) < 1e-6 * T_none
assert abs(T_equal - t_tr - t_loc) < 1e-6 * T_equal
assert b > a and t_tr + t_loc < T_back < upper
assert T_none < t_tr + t_loc
assert abs(clear_hole(depth, b, M=400)[0] / T_back - 1) < 5e-3
left_short = np.interp(T_none, times, bottom_left)

depth_rows = []
for L in (2.5e-6, 5e-6, 10e-6, 20e-6):
    with_back, without = clear_hole(L, b)[0], clear_hole(L, 0.0)[0]
    bottom_b, mean_b = start_rates(L, b)
    bottom_0, mean_0 = start_rates(L, 0.0)
    assert with_back > without and mean_b < mean_0
    depth_rows.append((L, with_back, without, bottom_b, bottom_0,
                       mean_b, mean_0))
crossing = brentq(lambda L: start_rates(L, b)[0] - start_rates(L, 0.0)[0],
                  2e-6, 40e-6, xtol=1e-10)

energy_rows = [(g, b_from_energy(g), clear_hole(depth, b_from_energy(g))[0])
               for g in (-0.10, 0.0, 0.10, 0.20)]
assert all(energy_rows[i][2] < energy_rows[i + 1][2] for i in range(3))
return_rows = [(e, clear_hole(depth, b, e_=e)[0]) for e in (0.001, 0.01)]
assert T_back < return_rows[0][1] < return_rows[1][1]

# ---------------- sizes of neglected effects ----------------
free_path = kT / (np.sqrt(2) * np.pi * collision_diameter**2 * pressure)
mouth_extra = N * s * depth / (c0 * speed_A / 4) / t_tr
face_extra = N * depth / (D_A * c0) / t_tr
narrow_extra = (1 - 2 * layer_thickness / diameter)**-2 - 1
gas_share = c0 / (N * s)
hit_A, hit_P = c0 * speed_A / 4, c0 * speed_P / 4
prob_A = k_forward_mouth * site_density / hit_A
prob_P = k_remove * b / m_ratio * site_density / hit_P
assert prob_A < 1 and prob_P < 1 and free_path > 10 * diameter

# ---------------- printed numbers ----------------
print(f"temperature {temperature:.0f} K, kT {kT_eV:.5f} eV")
print(f"mouth pressure {pressure / torr:.2f} Torr")
print(f"hole diameter {diameter * 1e9:.0f} nm, depth {depth * 1e6:.0f} um")
print(f"fluoride thickness {layer_thickness * 1e9:.1f} nm")
print(f"fluoride units N {N * 1e-18:.1f} per nm^2")
print(f"exposed sites {site_density * 1e-18:.1f} per nm^2")
print(f"molar mass AX {mass_AX:.2f}, AF {mass_AF:.2f} g/mol")
print(f"mean speed AX {speed_A:.1f} m/s")
print(f"D_A {D_A * 1e4:.4f}, D_P {D_P * 1e4:.4f} cm^2/s")
print(f"m = D_A/D_P {m_ratio:.4f}")
print(f"mouth gas density {c0 * 1e-6:.3e} per cm^3")
print(f"removal constant {k_remove:.0f} 1/s")
print(f"forward exchange at mouth {k_forward_mouth:.0f} 1/s")
print(f"exchange energy {exchange_energy:.2f} eV")
print(f"equilibrium constant K {np.exp(-exchange_energy / kT_eV):.5f}")
print(f"a {a:.3f}, b {b:.3f}")
print(f"reaction probability AX {prob_A:.2e}, AF {prob_P:.2e}")
print(f"phi^2 {thiele2(depth):.3f}")
print(f"t_loc {t_loc:.4f} s, t_tr {t_tr:.4f} s")
print(f"dose with back-exchange {T_back:.4f} s")
print(f"  its integral of y at bottom {int_back:.4f} s")
print(f"dose without back-exchange {T_none:.4f} s")
print(f"  its integral of y at bottom {int_none:.4f} s")
print(f"dose ratio {T_back / T_none:.3f}")
print(f"bounds {t_tr + t_loc:.4f} to {upper:.4f} s")
print(f"bottom fluoride left after shorter dose {100 * left_short:.1f} %")
print(f"early AF pressure at bottom {product_bottom * 0.5:.4f} Torr")
print("depth um | dose s with, without back-exchange")
for row in depth_rows:
    print(f"  {row[0] * 1e6:.1f} | {row[1]:.4f}, {row[2]:.4f}")
print("depth um | start rate/mouth: bottom with, without; mean with, without")
for row in depth_rows:
    print(f"  {row[0] * 1e6:.1f} | {row[3]:.4f}, {row[4]:.4f};"
          f" {row[5]:.4f}, {row[6]:.4f}")
print(f"equal starting bottom rates at depth {crossing * 1e6:.2f} um")
print("exchange energy eV | b | dose s")
for g, b_g, dose_g in energy_rows:
    print(f"  {g:.2f} | {b_g:.4f} | {dose_g:.4f}")
for e, dose_e in return_rows:
    print(f"dose with MX return ratio {e:.3f}: {dose_e:.4f} s")
print(f"full model, 1 % left at bottom: with {full_times[0]:.4f} s")
print(f"full model, 1 % left at bottom: without {full_times[1]:.4f} s")
print(f"mean free path {free_path * 1e6:.1f} um")
print(f"mouth resistance adds {100 * mouth_extra:.2f} % to t_tr")
print(f"bottom face adds {100 * face_extra:.2f} % to t_tr")
print(f"narrowing by lining adds up to {100 * narrow_extra:.2f} % to t_tr")
print(f"gas stored / fluoride units {gas_share:.2e}")
print(f"gas diffusion time {depth**2 / D_A * 1e6:.2f} us")
print(f"t_tr if precursor were all dimers {t_tr / np.sqrt(2):.4f} s")
print("finished without a failed check")
```

It prints:

```
temperature 523 K, kT 0.04507 eV
mouth pressure 0.50 Torr
hole diameter 100 nm, depth 10 um
fluoride thickness 1.0 nm
fluoride units N 60.0 per nm^2
exposed sites 15.0 per nm^2
molar mass AX 92.50, AF 76.05 g/mol
mean speed AX 346.0 m/s
D_A 0.1153, D_P 0.1272 cm^2/s
m = D_A/D_P 0.9067
mouth gas density 9.232e+15 per cm^3
removal constant 100 1/s
forward exchange at mouth 25 1/s
exchange energy 0.20 eV
equilibrium constant K 0.01182
a 0.250, b 19.172
reaction probability AX 4.70e-04, AF 3.60e-02
phi^2 11.271
t_loc 0.2000 s, t_tr 1.1271 s
dose with back-exchange 2.5924 s
  its integral of y at bottom 1.4653 s
dose without back-exchange 1.2950 s
  its integral of y at bottom 0.1679 s
dose ratio 2.002
bounds 1.3271 to 4.3546 s
bottom fluoride left after shorter dose 58.6 %
early AF pressure at bottom 0.2197 Torr
depth um | dose s with, without back-exchange
  2.5 | 0.6122, 0.2596
  5.0 | 1.1829, 0.4580
  10.0 | 2.5924, 1.2950
  20.0 | 6.6472, 4.6725
depth um | start rate/mouth: bottom with, without; mean with, without
  2.5 | 0.3033, 0.7608; 0.4342, 0.8408
  5.0 | 0.1485, 0.3784; 0.2605, 0.5798
  10.0 | 0.0618, 0.0629; 0.1443, 0.3083
  20.0 | 0.0193, 0.0015; 0.0752, 0.1543
equal starting bottom rates at depth 10.08 um
exchange energy eV | b | dose s
  -0.10 | 0.0246 | 1.2982
  0.00 | 0.2267 | 1.3241
  0.10 | 2.0847 | 1.5304
  0.20 | 19.1721 | 2.5924
dose with MX return ratio 0.001: 2.6171 s
dose with MX return ratio 0.010: 2.8279 s
full model, 1 % left at bottom: with 2.8587 s
full model, 1 % left at bottom: without 1.3877 s
mean free path 67.7 um
mouth resistance adds 2.67 % to t_tr
bottom face adds 0.50 % to t_tr
narrowing by lining adds up to 4.12 % to t_tr
gas stored / fluoride units 3.85e-06
gas diffusion time 8.67 us
t_tr if precursor were all dimers 0.7970 s
finished without a failed check
```
